\section*{The sawtooth supercurrent of a long ballistic Josephson junction}

\section{Bound states}

\textbf{Q.} A clean normal wire between two superconductors has no pairing of its own. If it is much longer than the coherence length, why should it carry any supercurrent at all?

\textbf{A.} Because its electrons are confined by Andreev reflection, and the confinement depends on the phase difference. Take one channel, with both spins, Fermi velocity $v$ and length $L$. The pair potential is zero for $0<x<L$, $\Delta e^{i\varphi/2}$ on the left and $\Delta e^{-i\varphi/2}$ on the right. Let $\Delta$ and $|E|$ be far below the Fermi energy, and let nothing scatter an electron from $+k_F$ to $-k_F$. Near $+k_F$ the slowly varying electron and hole amplitudes $u,w$ then obey
\begin{align}
-i\hbar v\,u'+\Delta(x)w&=Eu, & i\hbar v\,w'+\Delta^*(x)u&=Ew .
\end{align}
For $|E|<\Delta$ the wave in the right electrode decays as $e^{-\kappa x}$ with $\hbar v\kappa=\sqrt{\Delta^2-E^2}$. The first equation gives there
\begin{equation}
\frac{w}{u}=e^{i\varphi/2}\,\frac{E-i\sqrt{\Delta^2-E^2}}{\Delta}=\alpha e^{i\varphi/2},\qquad \alpha=e^{-i\arccos(E/\Delta)} .
\end{equation}
In the left electrode the wave grows as $e^{\kappa x}$, and the same equation gives $u/w=\alpha e^{i\varphi/2}$. An electron arriving at the right thus returns wholly as a hole, and the hole becomes an electron again at the left.

\textbf{Q.} That is reflection, not yet a level.

\textbf{A.} In the wire $u\propto e^{iEx/\hbar v}$ and $w\propto e^{-iEx/\hbar v}$, so each crossing adds the phase $EL/\hbar v$. A bound state must reproduce itself after one round trip: $\alpha^2e^{2iEL/\hbar v}e^{i\varphi}=1$. States near $-k_F$ run the other way and see $-\varphi$. With $\sigma=\pm1$ for the two branches,
\begin{equation}
\frac{2EL}{\hbar v}-2\arccos\frac{E}{\Delta}+\sigma\varphi=2\pi m .\label{quant}
\end{equation}
At low energy $\arccos(E/\Delta)\simeq\pi/2-E/\Delta$. With $\xi=\hbar v/\Delta$ this leaves
\begin{equation}
E=\frac{\hbar v}{2(L+\xi)}\left[2\pi\left(m+\tfrac12\right)-\sigma\varphi\right].
\end{equation}
The levels move linearly with $\varphi$, and their spacing falls as $1/L$, not exponentially. The penetration into the electrodes lengthens the wire by $\xi$.

\section{Current from the levels}

\textbf{Q.} Half of these levels rise with $\varphi$ and half fall. Don't their currents cancel?

\textbf{A.} Nearly, and the remainder is what matters. Each positive energy $E_p$ of the two branches belongs to two quasiparticle states, one per spin. The mean-field Hamiltonian is $\sum_pE_p(n_{p1}+n_{p2}-1)$ plus a term independent of $\varphi$. The partition function of one $p$ is $e^{E_p/kT}(1+e^{-E_p/kT})^2=[2\cosh(E_p/2kT)]^2$, so
\begin{equation}
F=-2kT\sum_{E_p>0}\ln\left[2\cosh\frac{E_p}{2kT}\right].
\end{equation}
A voltage $V$ turns the phase at the rate $\dot\varphi=2eV/\hbar$, with $e>0$. For slow change its power $IV$ equals $\dot F$, hence $I=(2e/\hbar)\,\partial F/\partial\varphi$. One level gives $-(2e/\hbar)\tanh(E_p/2kT)\,\partial E_p/\partial\varphi$. Differentiating \eqref{quant},
\begin{equation}
\left[\frac{2L}{\hbar v}+\frac{2}{\sqrt{\Delta^2-E^2}}\right]\frac{\partial E}{\partial\varphi}+\sigma=0,
\end{equation}
and therefore
\begin{equation}
I_p=\sigma\,\frac{ev}{L+\xi_E}\tanh\frac{E_p}{2kT},\qquad \xi_E=\frac{\hbar v}{\sqrt{\Delta^2-E_p^2}} .\label{level}
\end{equation}

\textbf{Q.} Then add them at $T=0$. I expect a sum that depends on where the gap cuts it off.

\textbf{A.} It does. Take $0<\varphi<\pi$. The first two terms of \eqref{quant} rise from $-\pi$ at $E=0$ to $\theta_\Delta=2\Delta L/\hbar v$ at $E=\Delta$. They meet the values $-\varphi,\ \varphi,\ 2\pi-\varphi,\ 2\pi+\varphi,\dots$ in turn, so $\sigma$ alternates, starting with $+1$. If every level carried $\pm ev/L$, the sum would be $M\,ev/L$, where $M=1$ if a multiple of $2\pi$ lies between $\theta_\Delta-\varphi$ and $\theta_\Delta+\varphi$, and $M=0$ otherwise.

The true magnitudes are smaller by the fraction $\xi_E/(L+\xi_E)$, which grows with energy. An alternating sum of growing positive terms is no larger than its last term, so the highest level bounds the error. If that level lies below the edge by $\Delta-E=b\,\hbar v/2L$, then $\sqrt{\Delta^2-E^2}\simeq\Delta\sqrt{b\xi/L}$ and $\xi_E/L\simeq\sqrt{\xi/bL}$. This vanishes for a long wire at fixed $b$. The bound states alone thus approach zero or one unit of $ev/L$, not a sawtooth.

\section{The continuum}

\textbf{Q.} So the level picture fails. States above the gap are extended. Why would they know about $\varphi$?

\textbf{A.} Because Andreev reflection persists above the gap, though weakened. With outgoing waves in the electrodes and $E=\Delta\cosh w$, the amplitude is $\alpha=(E-\sqrt{E^2-\Delta^2})/\Delta=e^{-w}$. Repeated round trips multiply by
\begin{equation}
Z_\sigma=e^{-2w}e^{i(\theta+\sigma\varphi)},\qquad \theta=2EL/\hbar v ,
\end{equation}
so both transmission amplitudes $t,t'$ of a branch contain $1/(1-Z_\sigma)$.

\textbf{Q.} A resonance in transmission is not a density of states.

\textbf{A.} The scattering phases supply it. Close the electrodes at a large distance. Each eigenphase $\eta$ of the scattering matrix $S$ then adds to the quantized phase of a round trip, and the number of states below $E$ shifts by $\sum\eta/2\pi=\ln\det S/(2\pi i)$. Comparing $S^{-1}$ with $S^\dagger$ for a unitary $2\times2$ matrix gives $\det S=-t'/t^*$. The single-interface factors in $t$ and $t'$ contain $\varphi$ at most as phases independent of energy, which do not alter the density of states. What remains is $(1-Z_\sigma^*)/(1-Z_\sigma)$, so the $\varphi$-dependent number of states is
\begin{equation}
N(E)=-\frac1\pi\,\mathrm{Im}\ln D(E+i0),\quad D=\prod_{\sigma}\left(1-\alpha^2e^{2iEL/\hbar v+i\sigma\varphi}\right).\label{count}
\end{equation}
Below the gap the same expression steps up by one at each zero of $D$, that is, at each bound level. Its smooth part there does not depend on $\varphi$, because $\pm\varphi$ cancel between the branches.

Put the density $\partial N/\partial E$ into $F$ and integrate by parts. The end term at infinity vanishes, since $N$ falls as $E^{-2}$ while the logarithm grows as $E$; the one at the gap edge has no $\varphi$-derivative except where a level crosses the edge. Thus
\begin{equation}
I_{\rm cont}=\frac{2e}{\hbar}\int_\Delta^\infty dE\,\tanh\frac{E}{2kT}\,\frac{\partial N}{\partial\varphi},\qquad
\frac{\partial N}{\partial\varphi}=\frac1\pi\sum_\sigma\sigma\,\mathrm{Re}\frac{Z_\sigma}{1-Z_\sigma}.
\end{equation}
Now $Z/(1-Z)=\tfrac12[(1+Z)/(1-Z)-1]$, and the real part of $(1+Z)/(1-Z)$ is $(1-|Z|^2)/|1-Z|^2$. The constants cancel between the branches, leaving
\begin{align}
I_{\rm cont}&=\frac{e}{\pi\hbar}\int_\Delta^\infty dE\,\tanh\frac{E}{2kT}\,[P(\theta+\varphi)-P(\theta-\varphi)],\label{cont}\\
P(\chi)&=\frac{\sinh2w}{\cosh2w-\cos\chi}=1+2\sum_{k\ge1}e^{-2kw}\cos k\chi .
\end{align}

\textbf{Q.} Does this mend the integer current, or merely add another piece of the same size?

\textbf{A.} It mends it. At $T=0$ use $dE=(\hbar v/2L)\,d\theta$. In a long wire $w$ changes slowly over one period of $\theta$, and the mean of $P$ over a period is 1 for every $w$. The drift of $w$ therefore leaves no leading term, and shifting the integration variables leaves the two ends:
\begin{equation}
I_{\rm cont}\to\frac{ev}{2\pi L}\left[\int_{\Theta-\varphi}^{\Theta+\varphi}P\,d\chi-\int_{\theta_\Delta-\varphi}^{\theta_\Delta+\varphi}P\,d\chi\right].
\end{equation}
At the upper end $\Theta$, far above the gap, $P=1$ and the integral is $2\varphi$. At the gap edge $w\to0$, so $P$ becomes a row of peaks of area $2\pi$ at multiples of $2\pi$, and the integral is $2\pi M$. Hence
\begin{equation}
I_{\rm cont}\to\frac{ev}{L}\left(\frac{\varphi}{\pi}-M\right),\qquad I\to\frac{ev}{L}\frac{\varphi}{\pi}\quad(0<\varphi<\pi).\label{saw}
\end{equation}
The integer disappears from the sum. Since $F$ is even and $2\pi$-periodic in $\varphi$, the line continues to $-\pi<\varphi<0$ and then repeats. This is Ishii's sawtooth, with critical value $ev/L$ for the spin-degenerate channel.

\textbf{Q.} Show me numbers for that cancellation.

\textbf{A.} Take $\varphi=\pi/2$ and two lengths, $L/\xi=300\pi$ and $300.5\pi$. Then $\theta_\Delta=2L/\xi$ is $600\pi$ or $601\pi$, so $M=1$ or $0$. Finding the roots of \eqref{quant} and integrating \eqref{cont} by Simpson's rule gives, in units of $ev/L$, discrete currents of $0.98$ and $0.02$ and continuum currents of $-0.48$ and $+0.48$. Both totals are $0.50$. The continuum reverses sign with a change of length of only $0.17\%$, while the total stays put.

\section{Temperature}

\textbf{Q.} A result that rests on such a cancellation is fragile. Can you avoid splitting the spectrum at $\Delta$?

\textbf{A.} Yes, by moving the integral to imaginary energy. With levels and continuum both in $N$,
\begin{equation}
I=-\frac{2e}{\pi\hbar}\,\mathrm{Im}\int_0^\infty dE\,\tanh\frac{E}{2kT}\,\partial_\varphi\ln D(E+i0).
\end{equation}
Since $\alpha(-E^*)=-\alpha(E)^*$, one has $D(-E^*)=D(E)^*$. The imaginary part of $\partial_\varphi\ln D$ is thus odd in $E$, like the tanh, and the integral is half of that over the whole axis. In the upper half-plane $|\alpha^2e^{2iEL/\hbar v}|<1$, so $D$ has no zeros there. Only the poles of the tanh count, at $E=i\omega_n$ with $\omega_n=(2n+1)\pi kT$ and residue $2kT$. The full-axis integral is $4\pi i\,kT\sum_n\partial_\varphi\ln D(i\omega_n)$, and
\begin{equation}
I=-\frac{4ekT}{\hbar}\sum_{n\ge0}\partial_\varphi\ln D(i\omega_n).
\end{equation}
At these points $\alpha^2=-e^{-2\,\mathrm{arsinh}(\omega_n/\Delta)}$, so $D=1+2A\cos\varphi+A^2$ with $A=e^{-u_n}$. Differentiating and dividing by $2A$ above and below,
\begin{equation}
I=\frac{4ekT}{\hbar}\sum_{n\ge0}\frac{\sin\varphi}{\cosh u_n+\cos\varphi},\quad u_n=\frac{2\omega_nL}{\hbar v}+2\,\mathrm{arsinh}\frac{\omega_n}{\Delta}.\label{mats}
\end{equation}
Nothing here requires a long wire.

\textbf{Q.} Then it must also give the short junction.

\textbf{A.} At $T=0$ the sum becomes $\int d\omega/(2\pi kT)$. For $L=0$ put $s=\omega/\Delta$; then $\cosh u=1+2s^2$ and the denominator is $2[\cos^2(\varphi/2)+s^2]$. For $|\varphi|<\pi$,
\begin{equation}
I=\frac{2e\Delta}{\pi\hbar}\,\frac{\sin\varphi}{2}\,\frac{\pi}{2\cos(\varphi/2)}=\frac{e\Delta}{\hbar}\sin\frac{\varphi}{2}.
\end{equation}
The gap sets this current; in the long wire the transit time $L/v$ does. The value at $\varphi\to\pi^-$ follows for any length. With $\delta=\pi-\varphi$ the integrand tends to $2\delta/(u^2+\delta^2)$, whose area over $u>0$ is $\pi$ and which is concentrated at $u\to0$. There $u=2\omega(L+\xi)/\hbar v$, so $I\to ev/(L+\xi)$. This joins $e\Delta/\hbar$ to $ev/L$.

\textbf{Q.} Now heat the long wire. Does the current fade when $kT$ reaches $\Delta$?

\textbf{A.} Much earlier. For $L\gg\xi$ and $2\pi kT\ll\Delta$ drop the arsinh. Then $u_n=(2n+1)x$, with
\begin{equation}
x=\frac{T}{T_L},\qquad kT_L=\frac{\hbar v}{2\pi L}.
\end{equation}
Each term of \eqref{mats} is $2\,\mathrm{Im}[Ae^{i\varphi}/(1+Ae^{i\varphi})]=2\sum_k(-1)^{k+1}e^{-ku_n}\sin k\varphi$. The sum over $n$ is geometric, $\sum_ne^{-k(2n+1)x}=1/(2\sinh kx)$. With $kT=x\hbar v/2\pi L$,
\begin{equation}
I=\frac{2ev}{\pi L}\sum_{k\ge1}(-1)^{k+1}\frac{x\,\sin k\varphi}{\sinh kx}.\label{series}
\end{equation}
As $x\to0$ the sum becomes $\sum_k(-1)^{k+1}\sin(k\varphi)/k=\mathrm{Im}\ln(1+e^{i\varphi})=\varphi/2$, which is \eqref{saw} again. For $x\gg1$ the first harmonic dominates, $1/\sinh x\to2e^{-x}$, and
\begin{equation}
I\simeq\frac{8ekT}{\hbar}\,e^{-T/T_L}\sin\varphi .\label{decay}
\end{equation}
If $\pi kT/\Delta$ is not small, keeping the arsinh in $u_0$ adds the factor $\exp[-2\,\mathrm{arsinh}(\pi kT/\Delta)]$.

\textbf{Q.} And for $T\ll T_L$, is the critical current simply constant?

\textbf{A.} No, because the maximum sits at the jump, where the lowest level reaches zero energy. That level has $E_0=(\hbar v/2L)(\pi-\varphi)$, and by \eqref{level} heat removes the fraction $1-\tanh(E_0/2kT)$ of its current $ev/L$. Near $\varphi=\pi$ the next levels lie at about $2\pi^2kT_L$, so their losses are governed by the factor $e^{-2\pi^2/x}$ and are negligible for $x\lesssim1$. With $y=E_0/2kT=\pi(\pi-\varphi)/2x$,
\begin{equation}
\frac{I}{ev/L}=\frac\varphi\pi-1+\tanh y=\tanh y-\frac{2xy}{\pi^2}.
\end{equation}
The maximum is at $\cosh y=\pi/\sqrt{2x}$. For $x=0.5$ this means $\cosh y=\pi$ and $y=1.81$, so the critical current is already down to $0.948-0.184=0.764$ of $ev/L$.

\section{A junction with numbers}

\textbf{Q.} Those lengths were near a thousand $\xi$. What survives when $L/\xi$ is nearer ten?

\textbf{A.} Take $v=2\times10^5\,$m/s, $L=2\,\mu$m and $\Delta=1\,$meV, held constant. These are model values, and they presume $\Delta\ll E_F$. For a parabolic band $E_F=m^*v^2/2$, which is about $114$ meV for the free-electron mass but only $2.6$ meV for $m^*=0.023\,m_e$; with so light a mass, normal reflection at the electrodes is not negligible and the critical currents below are overestimates. Then $\xi=\hbar v/\Delta=0.132\,\mu$m, $L/\xi=15.2$ and $T_L=0.122\,$K. The ideal critical current is
\begin{equation}
\frac{ev}{L}=\frac{(1.602\times10^{-19}\,\mathrm{C})(2\times10^5\,\mathrm{m/s})}{2\times10^{-6}\,\mathrm{m}}=16.0\ \mathrm{nA},
\end{equation}
and $ev/(L+\xi)=15.0$ nA. At $\varphi=\pi/2$ equation \eqref{quant} has eleven positive roots. The lowest, at $0.0485$ meV, carries $+15.0$ nA at $T=0$. The highest, at $0.991$ meV, has $\xi_E\approx1.0\,\mu$m and carries only $16.0\times2/3.0=10.7$ nA.

The levels sum to $11.5$ nA and the continuum gives $-4.0$ nA. These are far from the limits $16.0$ and $-8.0$ nA for $M=1$, because the edge corrections fall only as $\sqrt{\xi/L}$. Yet the total, $7.5$ nA, agrees with $ev/2(L+\xi)$. The reason is visible in \eqref{mats}: the important frequencies are of order $v/L$, and after $L\to L+\xi$ the next term of the arsinh is cubic, a relative correction of order $(\xi/L)^3$.

\textbf{Q.} And the thermal decay?

\textbf{A.} Maximizing \eqref{mats} and \eqref{series} numerically over $\varphi$ gives these critical currents in nA; the last column is the amplitude of \eqref{decay} with the gap factor.

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $T/T_L$ & finite gap & ideal & exponential\\
0.05 & 0.41 & 11.8 & 12.8 & 5.4\\
0.20 & 1.65 & 6.16 & 6.96 & 5.81\\
0.50 & 4.11 & 1.05 & 1.37 & 1.05\\
1.00 & 8.23 & 0.026 & 0.045 & 0.026
\end{tabular}
\end{center}

The exponential law fails at the lowest temperature, where $1/\sinh x=2.4$ is far from $2e^{-x}=1.3$ and higher harmonics also contribute, and is good from $0.5$ K. At $1$ K, $kT$ is below a tenth of the gap, yet the current has fallen by a factor of several hundred. The gap factor still matters there: $\pi kT/\Delta=0.27$ makes it $0.59$, the ratio of the last column to the ideal one.

\textbf{Q.} All this assumes a linear spectrum and perfect Andreev reflection. Would an actual lattice agree?

\textbf{A.} Consider a half-filled tight-binding chain with hopping $t$ and spacing $a$, for which $\hbar v=2ta$. Give it 160 normal sites, 100 sites in each electrode and $\Delta=0.1t$, so $L/\xi=8$. Diagonalize its Bogoliubov--de Gennes matrix and sum $-(2e/\hbar)\tanh(E/2kT)\,\partial E/\partial\varphi$ over all positive energies. At $\varphi=0.4\pi$ and $T=0$ the current is $0.354\,ev/L$, against $0.356$ from \eqref{mats}. At $\varphi=1.25\pi$, beyond the jump, it is $-0.659$ against $-0.667$. At $T=3T_L$ and $0.4\pi$ both give $0.122$. At these phases, away from the jump, the approximations cost about one per cent or less. The jump itself is more sensitive. The steps in $\Delta$ reflect weakly, and with 160 normal sites this opens a gap of about $0.006\,\Delta$ at $\varphi=\pi$ and lowers the $T=0$ critical current to about $0.85\,ev/(L+\xi)$. With 161 sites the reflections from the two ends cancel and the gap closes.

\textbf{Q.} Where, then, does the sawtooth fail?

\textbf{A.} First at its jump. Normal reflection couples the two branches that cross at zero energy when $\varphi=\pi$; unless reflections from different places cancel at the Fermi energy, the crossing opens and the jump is rounded even at $T=0$. The jump also requires the occupation of the crossing level to relax. Followed through $\varphi=\pi$, the ground state turns into the state with both spin states of that level filled. It has the same fermion parity as the new ground state, but without backscattering nothing in the model connects the two, so the two quasiparticles must be removed by processes outside it. If $\varphi$ is swept faster than that, the equilibrium formula does not apply. Finally, the wire must be shorter than the mean free path for backscattering and the phase-breaking length, since \eqref{quant} assumes a coherent round trip without normal reflection. A smooth potential that scatters only forward keeps the sawtooth shape, because the phases it gives to the electron and the hole cancel at the Fermi energy. In a real band it still changes the local velocity, so $L/v$ is replaced by the transit time $\int dx/v(x)$ in the current and in $T_L$.

Numerical values quoted here were computed with a short program.
